\section*{The counting limit on locating a Gaussian edge peak}

\section{What goes wrong without a limit}

A scanning electron microscope records a bright peak at the edge of a patterned line, and an edge position is read from each scan row. The positions scatter from row to row. Part of the scatter is real roughness of the line, and part arises because each peak is built from a finite number of electrons. Without a figure for the second part, counting noise may be booked as roughness, or effort may go into improving an edge-finding algorithm that has nothing left to gain.

For a peak of known Gaussian shape without background, the limit is
\begin{equation}
\mathrm{SD}(T)\ \ge\ \frac{w}{\sqrt N},
\label{main}
\end{equation}
where $T$ is an unbiased estimate of the peak position, $w$ is the standard deviation of the peak and $N$ is the expected number of electrons in it. If the full width at half maximum is quoted, it must first be divided by $\sqrt{8\ln 2}\approx 2.355$.

\section{The model and its likelihood}

Divide the scan line into narrow pixels of width $\Delta$. The counts $n_k$ are independent Poisson numbers with means $\mu_k=\lambda(x_k)\Delta$, where
\begin{equation}
\lambda(x)=\frac{N}{\sqrt{2\pi}\,w}\,e^{-(x-x_0)^2/(2w^2)},\qquad \int_{-\infty}^{\infty}\lambda\,dx=N .
\end{equation}
For now $N$ and $w$ are known and $x_0$ is not. The log-likelihood is
\begin{equation}
\ln L=\sum_k\left(-\mu_k+n_k\ln\mu_k-\ln n_k!\right)
\ \to\ -N+\sum_{i=1}^{n}\ln\lambda(x_i)+\text{const},
\end{equation}
where $x_i$ are the positions of the $n$ detected electrons and the constant does not contain $x_0$. The term $-N$ does not contain it either, because the record covers the whole peak wherever the peak lies. The derivative with respect to $x_0$, called the score, is therefore
\begin{equation}
S=\frac{\partial\ln L}{\partial x_0}=\sum_{i=1}^{n}\frac{x_i-x_0}{w^2}.
\end{equation}

Any sum over electrons can be written $\sum_i f(x_i)=\sum_k n_kf(x_k)$. Since the mean and variance of $n_k$ are both $\mu_k$, this sum has mean $\int\lambda f\,dx$ and variance $\int\lambda f^2dx$. With $f=(x-x_0)/w^2$ the mean vanishes by symmetry, and
\begin{equation}
J=\mathrm{Var}\,S=\frac{1}{w^4}\int\lambda\,(x-x_0)^2dx=\frac{Nw^2}{w^4}=\frac{N}{w^2}.
\end{equation}
This is the Fisher information on position. Each expected electron contributes $1/w^2$.

\section{Proof of the bound}

Let $T$ be unbiased for all positions near $x_0$ and have finite variance at $x_0$. Compare the likelihoods at $x_0+h$ and $x_0$ through their ratio $R_h$. Averages $E$ are taken at $x_0$. Multiplying by $R_h$ turns them into averages at $x_0+h$, so $E[R_h]=1$ and $E[TR_h]=x_0+h$. Hence
\begin{equation}
\mathrm{Cov}(T,R_h-1)=E[TR_h]-E[T]=h .
\end{equation}

The second moment of $R_h$ is also needed. For one pixel, with mean $\mu$ at $x_0$ and $\mu'$ at $x_0+h$,
\begin{align}
\sum_n \frac{e^{-\mu}\mu^n}{n!}\left[e^{\mu-\mu'}\Big(\frac{\mu'}{\mu}\Big)^n\right]^2
&=e^{\mu-2\mu'}\sum_n\frac{(\mu'^2/\mu)^n}{n!}\nonumber\\
&=e^{\mu-2\mu'+\mu'^2/\mu}.
\end{align}
The pixels are independent, so the factors multiply and the exponents add to $N-2N+\int\lambda_h^2/\lambda\,dx$, where $\lambda_h$ is the shifted peak. With $u=x-x_0$, completing the square gives
\begin{equation}
2(u-h)^2-u^2=(u-2h)^2-2h^2 ,
\end{equation}
so that $\int\lambda_h^2/\lambda\,dx=N e^{h^2/w^2}$. Since $E[R_h]=1$,
\begin{equation}
D_h\equiv E[(R_h-1)^2]=\exp\!\left\{N\left(e^{h^2/w^2}-1\right)\right\}-1 .
\label{Dh}
\end{equation}
For $N=3$, $w=2$ nm and $h=1$ nm this is 1.3445. Explicit sums over the counts in 0.1 nm pixels give 1.344.

The Cauchy--Schwarz inequality now reads $h^2\le \mathrm{Var}(T)\,D_h$. For small $h$, $D_h=Nh^2/w^2+O(h^4)$, and therefore
\begin{equation}
\mathrm{Var}\,T\ \ge\ \lim_{h\to0}\frac{h^2}{D_h}=\frac{w^2}{N}.
\end{equation}
This proves (\ref{main}) without differentiating under an expectation. A finite shift gives a valid but weaker limit: in the case just quoted, 0.86 nm instead of $w/\sqrt N=1.15$ nm.

Unbiasedness is essential. An estimator that returns a fixed number whatever the data has zero variance and is useless.

\section{Can the bound be reached?}

Choose a reference position $r$ and define
\begin{equation}
T_r=r+\frac1N\sum_{i=1}^n(x_i-r).
\end{equation}
The rules for sums over electrons give
\begin{equation}
E[T_r]=r+(x_0-r)=x_0,\qquad
\mathrm{Var}\,T_r=\frac{w^2+(x_0-r)^2}{N}.
\end{equation}
So $T_r$ is unbiased for every $x_0$ and meets the bound when $x_0=r$. Simulation with $N=3$ and $w=2$ nm gives a standard deviation of 1.154 nm at $r=x_0$ and 1.63 nm at $r=x_0+w$, as the formula requires.

No single estimator meets the bound at two positions. Suppose $T$ meets it at $x_0$, with $V=w^2/N$. Then $(T+T_{x_0})/2$ is also unbiased, so its variance $[V+\mathrm{Cov}(T,T_{x_0})]/2$ is at least $V$. Hence the covariance is at least $V$, and
\begin{equation}
E[(T-T_{x_0})^2]=2V-2\,\mathrm{Cov}(T,T_{x_0})\le0 .
\end{equation}
Thus $T=T_{x_0}$ with probability one. Meeting the bound at both $a$ and $b$ would require $T_a=T_b$, but
\begin{equation}
T_a-T_b=(a-b)\left(1-\frac nN\right),
\end{equation}
which is nonzero with positive probability because $n$ fluctuates.

\section{The centroid and the empty record}

The centroid $\bar x=\sum_i x_i/n$ needs neither $N$ nor a reference position, but it does need at least one electron. For given $n\ge1$ it is unbiased with variance $w^2/n$, so
\begin{equation}
\mathrm{Var}(\bar x\,|\,n\ge1)=w^2E\!\left[\frac1n\,\Big|\,n\ge1\right].
\end{equation}
For large $N$, put $n=N+\delta$ with $E[\delta]=0$ and $E[\delta^2]=N$. Expanding $1/n$ to second order in $\delta/N$ gives $E[1/n]\approx(1/N)(1+1/N)$. The standard deviation exceeds the bound by the fraction $1/(2N)$ to leading order.

At small $N$ the comparison must respect the condition $n\ge1$. An empty record has $R_h=1$ and adds nothing to $D_h$, so the conditional second moment is $D_h/(1-e^{-N})$. The earlier proof then gives
\begin{equation}
\mathrm{Var}(T\,|\,n\ge1)\ge\frac{w^2(1-e^{-N})}{N}
\end{equation}
for estimators unbiased under that condition. As $N\to0$ the right side tends to $w^2$, the variance of a single electron's position, whereas $w^2/N$ diverges. Discarding empty records has changed the question. For $N=3$ and $w=2$ nm the conditional bound is 1.13 nm and the centroid has 1.32 nm.

If an empty record is instead assigned a value $c$, the bias is $e^{-N}(c-x_0)$. With $N=3$ and $c-x_0=5$ nm, this is 0.249 nm, and simulation also gives 0.249 nm.

\section{When the dose or the width is unknown}

If $N$ may take any value in an interval, no estimator is unbiased for all those $N$ and all $x_0$. Let $m_n(x_0)$ be the mean of $T$ given $n$ electrons, which does not depend on $N$. Unbiasedness requires
\begin{equation}
\sum_{n=0}^\infty\frac{N^n}{n!}\,m_n(x_0)=x_0e^N=\sum_{n=0}^\infty\frac{N^n}{n!}\,x_0 .
\end{equation}
Two power series that agree on an interval have equal coefficients, so $m_0(x_0)=x_0$. But $m_0$ is the response to an empty record and cannot follow $x_0$. With $N$ unknown, the information bound therefore applies to estimators that are unbiased to first order around given parameter values, and serves as the large-count limit.

In that sense, does ignorance of $N$ and $w$ cost precision? With $g_a=\partial\ln\lambda/\partial\theta_a$, the score for parameter $\theta_a$ is $\sum_i g_a(x_i)-\int\lambda g_a\,dx$, and the covariance of two scores is $J_{ab}=\int\lambda g_ag_b\,dx$. Here
\begin{equation}
g_{x_0}=\frac{u}{w^2},\qquad g_N=\frac1N,\qquad g_w=\frac{u^2-w^2}{w^3}.
\end{equation}
The first is odd in $u$ and the others are even, so $J_{x_0N}=J_{x_0w}=0$. The position bound is the square root of the $x_0x_0$ element of $J^{-1}$, which remains $1/J_{x_0x_0}$. Nothing is lost.

This depends on a record that is symmetric about the peak, as a complete record is. With the parameters of the worked example below, cutting the record at one $w$ to the right of the peak gives a bound of 0.23 nm if $N$ and $w$ are known and 0.35 nm if they are not. On a record cut on one side only, a shift of the peak can be partly imitated by a change in its height and width.

\section{Pixels, background and bunched electrons}

\textbf{Pixels.} If the beam sweeps steadily across pixels of width $p$ while the counts accumulate, $\partial\mu_k/\partial x_0=\mu_k\langle u\rangle_k/w^2$, where $\langle\cdot\rangle_k$ is the average over the peak density within pixel $k$. The information is $\sum_k\mu_k\langle u\rangle_k^2/w^4$, while exact positions would give $\sum_k\mu_k\langle u^2\rangle_k/w^4$. The loss is the variance of $u$ inside the pixels. For $p\ll w$ the density is nearly uniform across a pixel and that variance is $p^2/12$, so
\begin{equation}
\frac{J_{\rm pix}}{J}\approx1-\frac{p^2}{12w^2}.
\end{equation}

A beam that instead stops at the pixel centres samples the peak at points, and at the pixel width used below it loses almost no information.

\textbf{Background.} A known flat count density $b$ adds noise but does not move with the edge. The sensitivity of a pixel is unchanged and its variance grows:
\begin{equation}
J_b=\int\frac{(\lambda u/w^2)^2}{\lambda+b}\,dx .
\end{equation}
When $b$ is far above the peak density, $\lambda$ can be dropped from the denominator. Using $\int u^2e^{-u^2/w^2}du=\sqrt\pi\,w^3/2$,
\begin{equation}
J_b\approx\frac{N^2}{2\pi w^6b}\cdot\frac{\sqrt\pi\,w^3}{2}=\frac{N^2}{4\sqrt\pi\,w^3b},
\qquad
\frac{1}{\sqrt{J_b}}\approx\frac{2\pi^{1/4}w^{3/2}b^{1/2}}{N}.
\end{equation}
In this regime, at fixed $b$, the limit falls as $1/N$. The worked example below, with $b$ half the peak density, is outside it: the approximation would give 0.21 nm where the integral gives 0.298 nm. If a higher dose raises $N$ and $b$ together, the inverse-square-root law returns with a larger prefactor.

\textbf{Bunching.} One primary electron can release several detected electrons. Let a pixel receive a Poisson number $k$ of primaries with mean $\nu$, and let each release a Poisson number of detected electrons with mean $y$. For given $k$, the count has mean and variance $ky$. Hence $\mu=\nu y$ and
\begin{equation}
\mathrm{Var}\,n=E[ky]+\mathrm{Var}(ky)=\nu y+\nu y^2=\mu(1+y).
\end{equation}
The electrons are no longer independent, and counting them as if they were overstates the precision. The figures below use the full count distribution of this model, not its variance alone.

\section{Worked example: one row across one edge}

Take $w=2$ nm, pixels of 0.8 nm, a 10 pA beam, a dwell time of 20 ns and 16 frames. The number of primaries per pixel is
\begin{equation}
\nu=\frac{(10\ \mathrm{pA})(20\ \mathrm{ns})(16)}{e}=19.97 .
\end{equation}
With one detected excess electron per primary at the top of the peak, the peak density is $\nu/p$, and
\begin{equation}
N=\frac{19.97}{0.8\ \mathrm{nm}}\,\sqrt{2\pi}\,(2\ \mathrm{nm})=125.2 .
\end{equation}
The bound is
\begin{equation}
\frac{w}{\sqrt N}=\frac{2\ \mathrm{nm}}{\sqrt{125.2}}=0.179\ \mathrm{nm}=179\ \mathrm{pm}.
\end{equation}
The centroid reaches 0.1795 nm, which is 0.4\% above the bound, in agreement with $1/(2N)$. A bound of 0.1 nm needs $N=(2/0.1)^2=400$, or 3.2 times the dose at fixed peak width and yield.

The neglected effects change the bound as follows:
\begin{itemize}
\item Pixels alone remove 1.3\% of the information and give 0.180 nm.
\item A flat background of 0.5 detected electrons per primary leaves 36\% of the information and gives 0.298 nm.
\item Bunching with pixels, without background, gives 0.206 nm.
\item Bunching, background and pixels together give 0.42 nm, 2.3 times the ideal bound.
\end{itemize}
The two figures with bunching are for counts summed over the 16 frames. Separate frames retain some information about the bunching that the sum discards. Keeping them would lower the last figure to 0.41 nm.

\section{A bias that dose does not remove}

The bound concerns scatter, not a wrong model. Suppose the true peak has width $w_L$ on its left and $w_R$ on its right, joined at equal height at the mode. Without background, a symmetric Gaussian of fixed width is fitted by maximum likelihood, that is, by minimizing $\sum_i(x_i-x_0)^2$, so the fit returns the centroid. Measured from the mode, the mean of the centroid is
\begin{equation}
\frac{w_R^2-w_L^2}{\sqrt{\pi/2}\,(w_L+w_R)}=\sqrt{\frac2\pi}\,(w_R-w_L).
\end{equation}
For $w_L=1.8$ nm and $w_R=2.2$ nm this is 0.32 nm, 1.8 times the ideal bound, and it does not depend on $N$. The size of the offset depends on the fit. With the flat background of the worked example included in the model, the likelihood fit no longer returns the centroid and the offset is 0.25 nm, unchanged when the dose raises $N$ and $b$ together. An unweighted least-squares fit gives 0.23 nm. The offset cancels when positions of edges with the same profile are compared. In a linewidth taken between two mirror-image edges, the two offsets have opposite signs, so the width is wrong by twice the offset.

\section{Beside a real instrument}

The parameters are round, rough typical values for a low-voltage critical-dimension microscope and do not describe a particular tool or material. One assumption that such an instrument breaks is the absence of background, since the flat surfaces beside the edge also emit electrons. For the yields assumed here and counts summed over the frames, background, bunching and pixels together move the limit from 0.18 to 0.42 nm. As information from independent records adds, lowering the limit to 0.1 nm would then take about $(0.42/0.1)^2\approx18$ such records, provided that the specimen and beam stay unchanged. These figures assume a Poisson number of detected electrons per primary, and real emission can be more widely spread. A geometric number with the same mean, for instance, would give 0.51 nm and about 26 records. Noise added by the detector, unequal signal levels on the two sides of the edge, beam drift, charging and changes of the specimen under the beam are not sized here. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
peak standard deviation w: 2 nm
peak full width at half maximum: 4.7096 nm
pixel width: 0.8 nm
beam current: 10 pA
dwell time per pixel and frame: 20 ns
number of frames: 16 (count)
primary electrons per pixel: 19.973 (count)
excess yield at peak: 1 electrons/primary
expected peak electrons N: 125.16 (count)
position information N/w^2: 31.29 1/nm^2
position bound w/sqrt(N): 0.17877 nm
position bound w/sqrt(N), converted: 178.77 pm
target standard deviation: 0.1 nm
N needed for target: 400 (count)
fine-pixel information / (N/w^2): 0.99979 (ratio)
bound with N and w unknown: 0.17879 nm
centroid SD, exact count average: 0.17949 nm
centroid SD, simulated: 0.17973 nm
low-count test: N: 3 (count)
low-count bound w/sqrt(N): 1.1547 nm
low-count likelihood shift h: 1 nm
low-count ratio moment, count sums: 1.344 (ratio)
low-count ratio moment, formula: 1.3445 (ratio)
low-count bound from finite shift h: 0.86257 nm
low-count SD of T_r, r=x0, simulated: 1.1539 nm
low-count SD of T_r, r=x0+w, simulated: 1.6315 nm
low-count centroid SD, given n>=1: 1.3156 nm
low-count bound, given n>=1: 1.1256 nm
low-count empty-record probability: 0.049787 (ratio)
empty-record fallback minus x0: 5 nm
bias from empty-record fallback: 0.24894 nm
bias from fallback, simulated: 0.24923 nm
pixel information / (N/w^2): 0.98684 (ratio)
leading pixel loss p^2/(12w^2): 0.013333 (ratio)
bound with pixels: 0.17996 nm
cut record: right end minus x0: 2 nm
cut-record bound, N and w known: 0.23095 nm
cut-record bound, N and w unknown: 0.35179 nm
flat background yield: 0.5 electrons/primary
flat background density: 12.483 1/nm
background information / (N/w^2): 0.35931 (ratio)
bound with background: 0.29824 nm
same, N, w and background unknown: 0.29828 nm
bound with bunching and pixels: 0.20553 nm
bound with bunching, background, pixels: 0.41951 nm
last bound / ideal bound: 2.3466 (ratio)
skewed peak left width: 1.8 nm
skewed peak right width: 2.2 nm
centroid minus mode of skewed peak: 0.31915 nm
skew bias / ideal bound: 1.7853 (ratio)
\end{verbatim}
